# Zeldovich factor of a film-spanning cylindrical nucleus

## Result and model

A ferroelectric film is being switched by a field. A small cylinder of reversed polarization runs through the film from one electrode to the other and contains \(n\) cells. Let \(W^*\) be the maximum of its formation energy \(W(n)\), reached at the critical number \(n^*\). The Zeldovich factor, which corrects the nucleation rate for the finite width of the barrier top, is

\[
Z=\frac{1}{n^*}\sqrt{\frac{W^*}{4\pi kT}} . \tag{1}
\]

The film has thickness \(d\), the cylinder has radius \(r\), and one cell has volume \(v\), so that \(n=\pi r^2d/v\). The polarization has magnitude \(P\), and the field \(E>0\) points along the reversed direction. Four assumptions define the model:

- \(P\), \(E\) and the wall energy per area \(s\) do not depend on \(r\).
- The electrodes compensate the polarization charge at the two ends, so the ends cost no energy.
- The outline stays circular.
- \(n\) may be treated as a continuous variable.

## Energy as a function of cell number

The coupling energy density is \(-\mathbf P\cdot\mathbf E\). It equals \(+PE\) before reversal and \(-PE\) after it, so each unit of reversed volume changes the energy by \(-2PE\). The side wall has area \(2\pi rd\) and costs energy. Hence

\[
W=2\pi r d\,s-2PE\,\pi r^2d . \tag{2}
\]

From \(r=\sqrt{nv/(\pi d)}\), the wall area is

\[
2\pi r d=2\pi d\sqrt{\frac{nv}{\pi d}}=2\sqrt{\pi d v}\,\sqrt n ,
\]

and the volume is \(nv\). Equation (2) becomes

\[
W(n)=b\sqrt n-gn,\qquad b=2s\sqrt{\pi dv},\qquad g=2PEv . \tag{3}
\]

Here \(g\) is the energy gained per reversed cell. The square root appears because the nucleus can grow only sideways: its volume follows \(r^2\) and its wall area follows \(r\). The zero of energy is fixed by \(W\to0\) as \(n\to0\), a convention that matters below.

## Critical nucleus and curvature

The first derivative vanishes at the barrier top:

\[
W'(n^*)=\frac{b}{2\sqrt{n^*}}-g=0
\quad\Longrightarrow\quad b=2g\sqrt{n^*}. \tag{4}
\]

Inserting this \(b\) into (3) gives the barrier,

\[
W^*=2g\sqrt{n^*}\sqrt{n^*}-gn^*=gn^* . \tag{5}
\]

At the top the wall costs \(2gn^*\) and the field returns half of that. In terms of the material parameters, (4) gives

\[
n^*=\frac{b^2}{4g^2}=\frac{\pi s^2d}{(2PE)^2v},\qquad
W^*=\frac{\pi s^2d}{2PE},\qquad
r^*=\sqrt{\frac{n^*v}{\pi d}}=\frac{s}{2PE}. \tag{6}
\]

The second derivative of (3) is \(W''=-b/(4n^{3/2})\). At the top, (4) and then (5) give

\[
-W''(n^*)=\frac{2g\sqrt{n^*}}{4(n^*)^{3/2}}=\frac{g}{2n^*}=\frac{W^*}{2(n^*)^2}. \tag{7}
\]

The curvature is therefore fixed by the height and position of the maximum, with no separate dependence on \(s\), \(P\), \(E\) or \(d\).

## How the factor enters the rate

Suppose that nuclei grow and shrink by one unit at a time. Let \(c_n\) be the number of nuclei of size \(n\), \(\beta_n\) the rate of growth from \(n\) to \(n+1\), and \(\alpha_{n+1}\) the rate of the reverse step. In a steady state the same net flux passes through every step:

\[
J=\beta_nc_n-\alpha_{n+1}c_{n+1}. \tag{8}
\]

Without flux the populations would be \(c_n^{\rm eq}=c_0e^{-W(n)/kT}\), where \(c_0\) is the number of sites. Detailed balance then requires \(\beta_nc_n^{\rm eq}=\alpha_{n+1}c_{n+1}^{\rm eq}\). Dividing (8) by this common value gives

\[
\frac{J}{\beta_nc_n^{\rm eq}}=\frac{c_n}{c_n^{\rm eq}}-\frac{c_{n+1}}{c_{n+1}^{\rm eq}} .
\]

The smallest nuclei are taken to be in equilibrium, so their ratio \(c/c^{\rm eq}\) is 1. Nuclei far beyond the top are removed, so their ratio is 0. On summation the right-hand side telescopes to \(1-0\), and

\[
\frac1J=\sum_n\frac{1}{\beta_nc_n^{\rm eq}}
=\frac{1}{c_0}\sum_n\frac{e^{W(n)/kT}}{\beta_n}. \tag{9}
\]

This is a sum of resistances in series, and the largest ones lie near the barrier top. There \(\beta_n\) may be replaced by its value \(\beta^*\) at \(n^*\), the sum by an integral, and the energy by \(W^*-\tfrac12|W''(n^*)|(n-n^*)^2\). Extending the limits to infinity gives

\[
\frac1J\simeq\frac{e^{W^*/kT}}{\beta^*c_0}
\int_{-\infty}^{\infty}e^{-|W''(n^*)|(n-n^*)^2/2kT}\,dn
=\frac{e^{W^*/kT}}{\beta^*c_0}\sqrt{\frac{2\pi kT}{|W''(n^*)|}} .
\]

The rate therefore takes the form

\[
J=\beta^*c_0\,Z\,e^{-W^*/kT},\qquad
Z=\sqrt{\frac{-W''(n^*)}{2\pi kT}} , \tag{10}
\]

which defines \(Z\). Substituting (7),

\[
Z=\sqrt{\frac{1}{2\pi kT}\,\frac{W^*}{2(n^*)^2}}
=\frac{1}{n^*}\sqrt{\frac{W^*}{4\pi kT}},
\]

which is (1).

The inverse \(1/Z\) is the effective width of the barrier top, counted in growth steps. At a distance \(1/(2Z)\) from \(n^*\), the quadratic energy has dropped by \(\tfrac12|W''|/(4Z^2)=\pi kT/4\). Within this window thermal agitation moves a nucleus back and forth almost freely, and a flat, wide top therefore lowers the rate.

With (6), the dependence on the controllable quantities becomes explicit:

\[
Z=\frac{v\,(2PE)^{3/2}}{2\pi s\sqrt{d\,kT}} . \tag{11}
\]

With the other parameters held fixed, \(Z\) per cell grows as \(E^{3/2}\) and falls as \(d^{-1/2}\). If the nucleus grows by whole columns, as discussed below, the factor per column instead rises as \(d^{1/2}\), because a column in a thicker film contains more cells.

## Accuracy of the Gaussian step

The energy (3) is not a parabola in \(n\), so (10) might be expected to carry corrections of relative order \(kT/W^*\). For this nucleus they cancel if the attachment rate is constant or proportional to the perimeter. Let \(u=\sqrt{n/n^*}\), which is also \(r/r^*\). By (4) and (5), \(b\sqrt n=2gn^*u=2W^*u\) and \(gn=W^*u^2\), so

\[
W=W^*(2u-u^2)=W^*\left[1-(1-u)^2\right]. \tag{12}
\]

The energy is a parabola in the radius. Write \(G=W^*/kT\), \(x=u-1\) and \(dn=2n^*u\,du\). If the attachment rate is constant, the width integral is

\[
I_0=2n^*\int_{-1}^{\infty}(1+x)e^{-Gx^2}dx
=n^*\left[\sqrt{\frac{\pi}{G}}\left(1+\operatorname{erf}\sqrt G\right)+\frac{e^{-G}}{G}\right]. \tag{13}
\]

If attachment takes place along the perimeter, then \(\beta=\beta^*u\). The factor \(1/u\) cancels the \(u\) in \(dn\), and

\[
I_1=2n^*\int_{-1}^{\infty}e^{-Gx^2}dx
=n^*\sqrt{\frac{\pi}{G}}\left(1+\operatorname{erf}\sqrt G\right). \tag{14}
\]

For large \(G\) the error function tends to 1, and both integrals tend to \(n^*\sqrt{4\pi/G}=1/Z\). What remains is exponentially small, because it comes from the lower end \(n=0\), where the energy lies \(W^*\) below the top. For perimeter attachment and a barrier of only \(2kT\), the factor \(1/I_1\) exceeds (1) by 2.3%. This figure concerns the integral alone. At so low a barrier, the picture of a steady flux fed by equilibrated small nuclei is itself doubtful.

## Cells or columns

The definition (10) refers to the step by which the nucleus grows. A nucleus that spans the film at every stage cannot add a single cell, since that would leave an unfinished column with a charged end inside the film. Its step is a whole column of \(m\) cells. With \(N=n/m\) columns, the chain rule gives \(d^2W/dN^2=m^2\,d^2W/dn^2\), so

\[
Z_{\rm col}=mZ,\qquad N^*=\frac{n^*}{m},\qquad
Z_{\rm col}N^*=Zn^*=\sqrt{\frac{W^*}{4\pi kT}} . \tag{15}
\]

Formula (1) thus keeps its form in either unit. In the rate (10), however, \(Z\) and \(\beta^*\) must refer to the same step. Combining a column attachment rate with the factor per cell would make the rate too small by the factor \(m\).

## Other shapes and defects

**Other outlines.** Let the cross-section have area \(A\) and perimeter \(\kappa\sqrt A\), with \(\kappa\) fixed during growth. The wall energy is still proportional to \(\sqrt n\), with \(b=\kappa s\sqrt{dv}\). Steps (4) to (7) use nothing else, so (1) holds unchanged. The barrier itself does change: \(W^*=b^2/(4g)\) is proportional to \(\kappa^2\). For a square, \(\kappa^2=16\) replaces the circular value \(4\pi\), and the barrier is higher by the factor \(4/\pi\).

**A compact nucleus.** If the nucleus grows in all three directions, the surface term is \(b_3n^{2/3}\). The maximum then requires \(g=\tfrac23b_3(n^*)^{-1/3}\), so the surface term there equals \(\tfrac32gn^*\) and \(W^*=\tfrac12gn^*\). The curvature is

\[
-W''(n^*)=\frac29b_3(n^*)^{-4/3}=\frac{g}{3n^*}=\frac{2W^*}{3(n^*)^2},
\]

and (10) gives \(Z=\sqrt{W^*/(3\pi kT)}/n^*\). The number \(4\pi\) in (1) is therefore the mark of growth in two dimensions. This comparison ignores the polarization charge that a compact nucleus would carry inside the film.

**A defect that lowers the energy.** Suppose that a defect reduces the energy of every nucleus near the barrier top by the same amount \(\Delta\). The actual barrier is then \(W^*-\Delta\), but \(n^*\) and \(W''\) do not change, and neither does \(Z\). Formula (1) must keep the defect-free \(W^*\), measured from the zero chosen in (3), while the exponential in (10) takes the lowered barrier.

## A hafnia capacitor under a disturb field

Consider a memory capacitor with a 5.0 nm film that sees 0.50 MV/cm, as a cell might when a neighbour is being written. The other parameters are rough, round values: \(P=20\ \mu\text{C/cm}^2\), \(s=15\ \text{mJ/m}^2\), cubic cells of edge 0.50 nm, and \(T=300\) K, where \(kT=0.02585\) eV. A column holds \(m=10\) cells.

In SI units, (6) gives the critical radius

\[
r^*=\frac{0.015}{2(0.20)(0.50\times10^{8})}\ \text{m}=0.75\ \text{nm},
\]

and the critical cell number

\[
n^*=\frac{\pi(0.75)^2(5.0)}{0.125}=70.7 .
\]

The gain per cell is \(g=0.0156\) eV, so (5) gives \(W^*=0.0156\times70.7=1.10\) eV, which is \(42.66\,kT\). Formula (1) then yields

\[
Z=\frac{1}{70.7}\sqrt{\frac{42.66}{4\pi}}=\frac{1.843}{70.7}=0.0261
\quad\text{per cell}. \tag{16}
\]

The barrier top is \(1/Z=38\) cells wide, about half of \(n^*\). Counted in columns, \(N^*=7.07\) and \(Z_{\rm col}=0.261\), so the top spans fewer than four growth steps. Even so, replacing the sum by an integral does little harm while both the energy and the attachment rate vary smoothly with size. Solving the rate equations (8) numerically for 1 to 28 columns, with the energy (3) and \(\beta\propto\sqrt N\), again gives 0.261. This agreement depends on the rate law. With \(\beta\propto\sqrt N\), detailed balance makes the smallest nuclei shrink several hundred times faster than \(\beta^*\). If instead no step may exceed an attempt rate proportional to \(\sqrt N\), so that uphill steps carry the Boltzmann factor, the same energy gives 0.197, about a quarter lower.

To turn this into a time, take a column attachment rate \(\beta^*=10^{12}\ \text{s}^{-1}\), an assumed order of magnitude. The mean wait at one column site is

\[
\frac{1}{\beta^*Z_{\rm col}e^{-W^*/kT}}
=\frac{e^{42.66}}{10^{12}\times0.261}\ \text{s}=1.3\times10^{7}\ \text{s}.
\]

A capacitor of 100 nm by 100 nm has \((100/0.50)^2=40\,000\) column sites. If they act independently, the first nucleus appears after about 320 s. This is the time to the first nucleation event, not to complete switching.

A defect with \(\Delta=0.30\) eV leaves \(Z\) at 0.0261. Putting the lowered barrier into (1) would give 0.0222, which is 15% too low.

## What the model leaves out

**Lattice steps.** A critical nucleus of seven columns is hardly a smooth cylinder. To size the effect, let the columns sit on a square lattice, and give a nucleus of \(N\) columns the shortest perimeter among the lattice rectangles that can hold it. The energy per column-high edge is set to \(\tfrac{\sqrt\pi}{2}s\) times the edge area. With the smooth square perimeter of \(4\sqrt N\) edges, this choice reproduces the cylinder energy (3), so the difference comes from the lattice perimeter, which is never shorter than the smooth one.

The highest energy again lies at seven columns, but it rises from 1.10 eV to 1.40 eV, or \(54.0\,kT\). The steady flux, solved numerically from (8) with the same attachment rates, is lower by 4.4 decades. The higher barrier alone would lower it by \((54.03-42.66)/\ln10=4.9\) decades. The difference is due to the effective Zeldovich factor, which rises from 0.26 to 0.87 per column. By (9), this value means that the single highest state supplies 87% of the total resistance. These figures belong to the rate law \(\beta\propto\sqrt N\); with rates bounded by the attempt rate in both models, the effective factor on the lattice is 0.42 and the flux is lower by 4.6 decades. The barrier top is then a spike and not a smooth hump, and (1) no longer describes it. The estimate counts one outline per size. Seven columns can in fact be arranged in 22 ways with the same shortest perimeter, counting orientations separately, which lowers the barrier by \(kT\ln22=3.1\,kT\). The maximum stays at seven columns and remains sharp. Any spreading of the wall over several cells is also omitted, and its effect has not been examined here.

**End charges.** Suppose that the compensating charges stayed as they were before the reversal. Each end of the reversed column would then carry an uncompensated charge density of magnitude \(2P\), and the column would have a depolarization energy. Approximate it by an ellipsoid of length \(d\) and width \(2r^*\), with aspect ratio \(p=3.33\) and depolarization factor

\[
D=\frac{1}{p^2-1}\left[\frac{p}{\sqrt{p^2-1}}\operatorname{arcosh}p-1\right]=0.095 .
\]

With a relative permittivity \(\varepsilon=30\), also a rough value, the energy density \(D(2P)^2/(2\varepsilon_0\varepsilon)\) is 1.4 times the driving density \(2PE\). The factor \(D\) increases as the column widens, so beyond \(r^*\) the volume term would cost energy instead of releasing it. Below \(r^*\) both the smooth energy and the depolarization energy increase with \(r\). In this estimate the total energy therefore has no maximum, and no critical nucleus exists. At the field used here, electrode charges that follow the reversal are thus a condition for the model and not a refinement of it. At fields of several MV/cm, (6) gives a critical column thinner than a single cell, so the model cannot settle the question there. The same charge energy is what favours the spanning cylinder over a compact nucleus. Without it, a sphere would have a barrier of 0.88 eV and a hemisphere on an electrode 0.44 eV, both below 1.10 eV. With it, a half-spheroid growing from an electrode has its saddle at about 4.4 eV and a length of 18 nm for \(\varepsilon=30\), so it reaches across the film first. For \(\varepsilon=300\) that saddle drops to about 1.0 eV at 3.7 nm, and the spanning cylinder is no longer the lowest path.

**Wall energy and temperature.** At fixed field, a wall energy 10% higher raises the barrier by 21%, or \(9.0\,kT\), and lowers the exponential by 3.9 decades. By (11), \(Z\) falls by only about a tenth. At 358 K, with \(s\), \(P\), \(E\) and the attachment rate held fixed, the barrier is \(35.8\,kT\) and \(Z=0.0239\), while the exponential grows by a factor of about 1000. In both cases the change in the rate comes almost entirely from the exponent and hardly from \(Z\).

**Comparison with real capacitors.** Hafnia-based ferroelectric films are typically 5 to 10 nm thick, with polarizations of roughly 10 to 30 \(\mu\text{C/cm}^2\) and coercive fields of the order of 1 MV/cm. The thickness and polarization used here are therefore ordinary, and the field is about half a coercive field. The wall energy is the least certain input: it depends on the type of wall, and 15 mJ/m² is an effective model value, not a measured one. Real films are polycrystalline and contain defects and interface layers, so neither the field nor the site energy is uniform. A site energy lower by 0.30 eV shortens the wait at that site by \(e^{0.30/0.02585}\), about five decades. The 320 s found above is accordingly an illustration and not a prediction of retention.

The smooth model also has an upper limit in field. Doubling the field to 1 MV/cm halves the barrier to about \(21\,kT\), still high enough for a steady flux. But \(N^*\) falls by a factor of four, to fewer than two columns, and by (11) \(Z_{\rm col}\) rises to about 0.74. With the smooth energy (3) and \(\beta\propto\sqrt N\) the discrete rate equations still give 0.75, but with bounded rates they give 0.46, and a nucleus of one or two columns has no circular outline. The continuous description of the nucleus, which the lattice estimate already puts in doubt at 0.50 MV/cm, therefore loses its basis before the barrier becomes small.

Numerical values quoted here were computed with a short program.
